# Rotational Remelting of a Crystal in an Uneven Thermal Field

In a model of a silicon crystal pulled from its melt at 0.50 mm/min and turned at 15 rpm, the front at the rim stands 8.00 μm above its mean height on one side and 8.00 μm below it on the other. This shift corresponds to 12 mK in a gradient of 15 K/cm, yet it makes the rim melt back by 3.0 μm in every turn. In the same model, a temperature amplitude of 2 K in the melt, 4 mm below the front, causes no remelting at all. Why is a variation of millikelvins enough in one place, when two kelvins are too little in another?

## The crystal and the thermal pattern

Let $z$ point upward from the mean height of the front, with the crystal above and the melt below. The crystal moves upward at speed $V$ relative to the mean front, so $V$ is the mean growth rate. It also turns at angular speed $\Omega$, in rad/s, relative to a thermal pattern that is steady in the laboratory. At a given radius, the temperature near the front is taken as

$$T(\phi,z)=T_m-Gz+\Delta T\cos\phi ,\qquad G>0. \tag{1}$$

Here $T_m$ is the melting temperature, and $\phi$ is measured from the azimuth where the front is highest. The amplitude $\Delta T$ is half the peak-to-peak variation. The front is assumed to be the isotherm $T=T_m$, which neglects undercooling. Setting $T=T_m$ in (1) gives its height,

$$h(\phi)=\frac{\Delta T}{G}\cos\phi. \tag{2}$$

The temperature gradient jumps at the front, because latent heat is released there and because the two phases have different conductivities. Equation (1) therefore describes the field of one phase, continued smoothly over the few micrometres through which the front is displaced. The solid has its own gradient $G_s$ and amplitude $\Delta T_s$. Both fields must equal $T_m$ on the same surface, so $\Delta T_s/G_s=\Delta T/G$. Either phase may be used, provided that amplitude and gradient belong to the same one.

The result to be shown is that part of every turn is spent remelting if and only if

$$\boxed{\frac{\Omega\,\Delta T}{G}>V.} \tag{3}$$

## First derivation: the temperature of a crystal point

A point fixed in the crystal moves on a helix, with

$$\frac{d\phi}{dt}=\Omega,\qquad \frac{dz}{dt}=V.$$

The pattern is steady, so the temperature at the point changes only through this motion. The chain rule gives

$$\frac{DT}{Dt}=\Omega\frac{\partial T}{\partial\phi}+V\frac{\partial T}{\partial z}
=-\Omega\,\Delta T\sin\phi-GV. \tag{4}$$

The second term is the steady cooling of a point that is pulled away from the melt. The first is the cooling or warming caused by rotation. Between $\phi=0$ and $\phi=\pi$ the point moves from the warm side to the cold side, and the two terms act together. On the other half of the turn they oppose each other.

Consider a point that is just at the front. If $DT/Dt<0$, it is about to lie below $T_m$, and it freezes. If $DT/Dt>0$, it is about to lie above $T_m$, and it melts. The largest value of (4) occurs where $\sin\phi=-1$:

$$\left(\frac{DT}{Dt}\right)_{\max}=\Omega\,\Delta T-GV. \tag{5}$$

If this is positive, there is a range of azimuth in which solid at the front melts. If it is negative, every point cools throughout the turn, and material that has frozen stays frozen. At equality the cooling stops for one instant per turn and then resumes, so there is still no remelting. Dividing $\Omega\Delta T>GV$ by the positive quantity $G$ gives (3).

## Second derivation: the length of a crystal column

Now leave temperature aside and use only the shape of the front. Choose a vertical column of crystal at the given radius, and put a mark on it well above the front. The column has azimuth $\phi=\Omega t$, and the mark has height $Vt$ plus a constant. The length of solid below the mark is

$$\ell(t)=Vt-h(\Omega t)+\text{constant}.$$

Its rate of change is the growth rate along the axis:

$$v=\frac{d\ell}{dt}=V-\Omega\,h'(\Omega t). \tag{6}$$

From (2), $h'(\phi)=-(\Delta T/G)\sin\phi$. The two minus signs cancel, and

$$v=V+A\sin\Omega t,\qquad A=\frac{\Omega\,\Delta T}{G}. \tag{7}$$

The smallest growth rate is $V-A$. The column shortens during part of the turn if and only if $A>V$, which is (3) again.

The front is slightly tilted, so it must be checked that growth along its normal has the same sign as $v$. The front is the surface $F=z-h=0$, and its unit normal into the solid is $\nabla F/|\nabla F|$. The solid moves with velocity $\mathbf U=V\hat{\mathbf z}+\Omega r\hat{\boldsymbol\phi}$. The azimuthal component of $\nabla F$ is $-h'/r$, where $h'$ denotes $\partial h/\partial\phi$. Hence

$$v_n=\frac{\mathbf U\cdot\nabla F}{|\nabla F|}
=\frac{V-\Omega h'}{\sqrt{1+|\nabla h|^2}}. \tag{8}$$

The denominator is positive. The tilt changes the size of the normal growth rate but not its sign, and condition (3) is unaffected.

### How long and how deep

For $A>V$, write $\Omega t=3\pi/2+\theta$, so that $\theta=0$ is the moment of fastest melting. Since $\sin(3\pi/2+\theta)=-\cos\theta$,

$$v=V-A\cos\theta .$$

This is negative for $|\theta|<a$, where $\cos a=V/A$. The melting interval has angular width $2a$ out of $2\pi$, so the fraction of the turn spent melting is

$$f=\frac{a}{\pi}=\frac1\pi\arccos\frac VA. \tag{9}$$

The depth melted back is the integral of $-v$ over this interval. With $dt=d\theta/\Omega$,

$$d=\frac1\Omega\int_{-a}^{a}(A\cos\theta-V)\,d\theta
=\frac2\Omega\,(A\sin a-Va). \tag{10}$$

Two limits show how this depth behaves. Far above threshold, $a\to\pi/2$ and the second term is small beside the first, so $d\to2A/\Omega=2\Delta T/G$. This is the full height difference of the front.

Just above threshold, put $A=V(1+\varepsilon)$ with small positive $\varepsilon$. Then $\cos a\approx1-\varepsilon$, which gives $a\approx\sqrt{2\varepsilon}$. Substituting $A=V/\cos a$ in (10) and using $\tan a-a\approx a^3/3$,

$$d=\frac{2V}{\Omega}(\tan a-a)\approx\frac{2V}{3\Omega}(2\varepsilon)^{3/2}. \tag{11}$$

The depth starts from zero with zero slope in $\varepsilon$. Remelting close to threshold therefore removes very little material.

### The numbers at the rim

The rotation rate is $\Omega=2\pi\times15/60=1.571$ rad/s. With $\Delta T=0.0120$ K and $G=1500$ K/m,

$$A=\frac{1.571\times0.0120}{1500}\ \text{m/s}=12.57\ \mu\text{m/s}.$$

The mean growth rate is $V=8.33$ μm/s, so $A/V=1.51$ and remelting occurs. The growth rate runs from $8.333-12.566=-4.23$ μm/s to $8.333+12.566=20.90$ μm/s. From (9), $a=\arccos(8.333/12.566)=0.846$, so the crystal melts during $0.846/\pi=0.27$ of each turn. From (10), the depth is 3.00 μm. Locating the isotherm numerically in the field (1) and following the column through one turn also gives 3.00 μm.

The net growth per turn is 33.3 μm, more than the backmelt depth, so the layers melted back in successive turns do not overlap. A point inside such a layer crosses $T_m$ three times: it freezes, melts and freezes for good. At the upper boundary of the melted layer, where the melting stopped, growth restarts from zero rate next to solid that had formed at a positive rate. The growth rate recorded in the finished crystal therefore has a jump there. A dopant whose uptake depends on growth rate can carry a trace of this jump, although its profile is not calculated here.

The threshold amplitude for these settings is $GV/\Omega=7.96$ mK. It need not be exceeded over the whole front. A smooth one-fold variation near the axis is proportional to a Cartesian coordinate, $x=r\cos\phi$, so its amplitude is proportional to $r$. If this proportionality holds out to the rim at $R=50$ mm, remelting begins outside

$$r_c=R\,\frac{7.96}{12.0}=33.2\ \text{mm}.$$

Inside this radius growth is uneven but never reverses, and on the axis this pattern causes no variation.

## What each derivation assumes

The first derivation needs a temperature field and the rule that the front is its melting isotherm. It explains the physical cause: rotation can warm a crystal point faster than pulling cools it. The second needs only a front shape that is steady in the laboratory. In terms of the displacement amplitude $|u|$ of a sinusoidal front, it gives the condition

$$\Omega|u|>V, \tag{12}$$

whatever holds the front in that shape. Condition (12) would survive an undercooled front, provided that $|u|$ were the real displacement. Temperature enters the second derivation only when $|u|$ is replaced by $\Delta T/G$.

The two agree for any smooth steady field, not just for (1). Along the front $T(\phi,h(\phi))=T_m$, and differentiating this with respect to $\phi$ gives $h'=-(\partial T/\partial\phi)/(\partial T/\partial z)$. Dividing the first form of (4) by the positive local gradient $-\partial T/\partial z$, and changing sign, gives

$$-\frac{DT/Dt}{-\partial T/\partial z}
=V+\Omega\frac{\partial T/\partial\phi}{\partial T/\partial z}=V-\Omega h'.$$

This is the growth rate (6). The cooling rate of a point at the front and the lengthening of the column are the same information in different units.

Both derivations take the front's position as given. Neither asks whether enough heat can reach the front to move it. That question separates the 12 mK from the 2 K.

## Heat supply from the melt

Let $x=-z$ point into the melt, and work in the frame turning with the crystal. At depth $\delta$ the melt temperature varies as $\Delta T_m\cos\Omega t$. The layer between is assumed to turn with the crystal and to carry heat by conduction alone. Both phases are given the same density $\rho$. Sideways conduction and advection by pulling are neglected.

The mean temperature is $T_m+Gx$ in the melt and $T_m+G_sx$ in the solid. Latent heat $L$ released by growth must be conducted away, so the mean balance is

$$\rho LV=k_sG_s-k_lG. \tag{13}$$

With $k_l=60$ and $k_s=22$ W/(m K), $\rho=2400$ kg/m³ and $L=1.80$ MJ/kg, this gives $G_s=57.3$ K/cm.

Write every oscillating quantity as the real part of an amplitude times $e^{i\Omega t}$. Let $u$ be the front displacement into the melt, and $\theta_l,\theta_s$ the temperature perturbations. Setting the total temperature equal to $T_m$ at $x=u$ gives, to first order,

$$\theta_l(0)=-Gu,\qquad \theta_s(0)=-G_su. \tag{14}$$

The heat equation becomes $\theta''=q^2\theta$ with $q=\sqrt{i\Omega/\kappa}$ in each phase, where $\kappa$ is the thermal diffusivity and the root has positive real part. The solution in the melt that meets both boundary values is

$$\theta_l=\frac{\Delta T_m\sinh q_lx-Gu\sinh q_l(\delta-x)}{\sinh q_l\delta},$$

and the solution that decays into the solid is $\theta_s=-G_su\,e^{q_sx}$. Their slopes at the front are

$$\theta_l'(0)=\frac{q_l(\Delta T_m+Gu\cosh q_l\delta)}{\sinh q_l\delta},\qquad
\theta_s'(0)=-q_sG_su .$$

The growth rate is $V+du/dt$. The oscillating part of the heat balance is therefore $i\Omega\rho Lu=k_s\theta_s'(0)-k_l\theta_l'(0)$. Inserting the slopes and collecting the terms in $u$,

$$u=-\frac{k_lq_l\,\Delta T_m/\sinh q_l\delta}
{i\Omega\rho L+k_sq_sG_s+k_lq_lG\coth q_l\delta}. \tag{15}$$

For very slow rotation, $q_l/\sinh q_l\delta$ and $q_l\coth q_l\delta$ both tend to $1/\delta$, while the other two terms in the denominator vanish. Then $u\to-\Delta T_m/G$: the front follows the melt temperature fully. This is a limit of the one-dimensional model with an infinitely long solid. For a solid of length $W$ whose far end is held at fixed temperature, the solid term tends to $k_sG_s/W$ instead of zero, and $|u|$ reaches only 0.78 of $\Delta T_m/G$ for $W=20$ mm and 0.95 for $W=100$ mm. In a real crystal, sideways conduction would matter before it was reached.

For the example's rotation rates, latent heat dominates the denominator. If the layer is also thin enough that $\sinh q_l\delta\approx q_l\delta$, (15) reduces to

$$\Omega|u|\approx\frac{k_l\,\Delta T_m}{\rho L\delta}. \tag{16}$$

The rotation rate has cancelled. Faster rotation demands faster melting and freezing, but the available heat flux, about $k_l\Delta T_m/\delta$, does not increase with it. The front responds by moving a shorter distance in each turn.

For $\Delta T_m=2$ K and $\delta=4$ mm, (16) gives a swing of 6.94 μm/s. At 15 rpm $|q_l\delta|=1.0$, which is not small, but the leading correction $(q_l\delta)^2/6$ is imaginary: it shifts the phase by about $9^\circ$ and leaves the magnitude almost unchanged. For thicker layers (16) overestimates the swing, by about 10% at $\delta=8$ mm. The full expression (15) gives 6.87, 6.86 and 6.76 μm/s at 5, 15 and 30 rpm, with $\delta$ held fixed. All are below $V=8.33$ μm/s, so the crystal never melts back. Inserting the 2 K directly into (3) would give a swing of 2094 μm/s at 15 rpm, about 300 times too large in this model.

Combining (12) with (16) gives an estimate of the melt amplitude at which remelting starts:

$$\Delta T_m\approx\frac{\rho LV\delta}{k_l}
=\frac{36000\times0.004}{60}\ \text{K}=2.4\ \text{K}, \tag{17}$$

where $\rho LV=36000$ W/m². The full expression gives 2.43 K. This was tested with a nonlinear calculation of the moving front in the same one-dimensional geometry, with advection by pulling included. At 0.9 of the threshold the lowest growth rate in the eighth turn after an abrupt start was $+0.86$ μm/s, and at 1.1 it was $-0.79$ μm/s. Both include about $0.03$ μm/s of start-up drift, because the mean position of the front relaxes over many turns. In the periodic state the values are $+0.83$ and $-0.84$ μm/s, so remelting sets in between them.

The 8.00 μm displacement of the opening requires a melt amplitude of 3.66 K, below the mean superheat $G\delta=6.0$ K. The equivalent front amplitude, $G|u|=12$ mK, is only 0.33% of the 3.66 K.

This 12 mK should not be read as what a thermometer in the melt would show at the mean front height. The melt gradient itself varies with an amplitude of about $3.66\ \text{K}/4\ \text{mm}=9$ K/cm around the turn, which is not small beside 15 K/cm, so (1) is a poor description of the melt side here. It is better on the solid side, where $|q_s|\,|u|$, the relative change of gradient, is about 0.3%. There the amplitude is $G_s|u|=46$ mK, and with $G_s$ it gives the same displacement. Equation (15) remains accurate because $G|u|$ is so small beside $\Delta T_m$ that an error in it hardly alters the heat flux.

## Relation to Czochralski silicon

The parameters are rough values in the regime of Czochralski silicon growth, where pulling at the order of a millimetre per minute and rotation at the order of ten rpm are ordinary. The 50 mm radius is small beside that of large present-day crystals. The least certain input is the 4 mm conducting layer. Real melt flow neither turns rigidly with the crystal nor leaves $\delta$ uniform, and rotation can change $\delta$. By (17), a layer half as thick would halve the threshold to about 1.2 K, with the other settings fixed, and 2 K already causes remelting for $\delta$ below 3.3 mm. The margin also depends on the material values: with densities of 2300 (solid) and 2570 (melt) kg/m³, $L=1.787$ MJ/kg and $k_l$ between 57 and 67 W/(m K), the threshold at 4 mm lies between 2.44 and 2.07 K. Unsteady convection adds temperature fluctuations that are not tied to the rotation period, and these lie outside condition (3).

Several other neglected effects can be estimated, and they are smaller for these numbers. With an assumed kinetic coefficient of 0.1 m/(s K), the undercooling of a rough, unfacetted front varies by 0.13 mK, about 1% of the 12 mK. A dopant concentration of $10^{16}$ cm⁻³ in the solid, with segregation coefficient 0.35, lowers the melting point by 0.17 mK in the ideal dilute estimate. Only the variation of this shift around the turn would affect the result. The shift grows in proportion to the concentration, to 17 mK at $10^{18}$ and 0.17 K at $10^{19}$ cm⁻³, so for heavily doped crystals its variation has to be estimated and cannot be dismissed on size alone. Sideways conduction at the rim, measured by $\kappa_l/(\Omega R^2)$, is 0.6%, and advection by pulling, measured by $V/\sqrt{\kappa_s\Omega}$, is 0.2%. A facet is different: its undercooling can far exceed these millikelvins, so $\Delta T/G$ no longer gives its displacement. A facet may also turn with the crystal or grow in bursts, whereas condition (12) assumes a sinusoidal front that is steady in the laboratory. Remelting at a facet must therefore be judged from the sign of the actual growth rate.

The numerical output below lists the inputs and results.

## Calculated quantities

```
Mean growth rate V: 8.333 um/s = 0.50 mm/min
Rotation: 15 rpm, Omega = 1.5708 rad/s
Period of rotation: 4.00 s
Melt gradient G: 15.0 K/cm
Solid gradient G_s: 57.3 K/cm
Rim radius: 50 mm
Front amplitude DeltaT: 12.0 mK
Front displacement DeltaT/G: 8.00 um
Critical front amplitude G V/Omega: 7.958 mK
Growth-rate swing A: 12.566 um/s
Ratio A/V: 1.508
Lowest growth rate: -4.233 um/s
Highest growth rate: 20.900 um/s
Melting fraction, formula: 0.2692
Melting fraction, tracked front: 0.2690
Backmelt depth, formula: 3.0018 um
Backmelt depth, tracked front: 3.0018 um
Net growth per turn: 33.33 um
Critical radius: 33.16 mm
Tm crossings of a backmelted point: 3
Conductivity melt, solid: 60, 22 W/(m K)
Density: 2400 kg/m3
Heat capacity: 1000 J/(kg K)
Latent heat: 1.80 MJ/kg
Melt layer delta: 4.0 mm
Superheat G delta: 6.00 K
Critical bulk-melt amplitude: 2.429 K
Melt amplitude for the chosen DeltaT: 3.663 K
Front/melt amplitude ratio: 0.00328
Simulated lowest rate at 0.9 critical: 0.864 um/s
Simulated lowest rate at 1.1 critical: -0.793 um/s
Response mismatch, full L (1.1 critical): 0.08 %
Response mismatch, L/100: 0.12 %
Flux-limited swing at 2 K in melt: 6.944 um/s
5 rpm, 2 K in melt: swing 6.867 um/s, simple formula 698 um/s
15 rpm, 2 K in melt: swing 6.861 um/s, simple formula 2094 um/s
30 rpm, 2 K in melt: swing 6.760 um/s, simple formula 4189 um/s
Assumed kinetic coefficient: 0.10 m/(s K)
Kinetic undercooling swing: 0.126 mK
Dopant in solid: 1e+16 cm^-3, k0 = 0.35
Dopant shift of melting point: 0.173 mK
Sideways conduction kappa/(Omega r^2): 0.64 %
Pulling advection V/sqrt(kappa Omega): 0.22 %
```
